\section*{Straight HYSCORE ridges of axially coupled 29Si in squared frequencies}

\section{What symmetry already fixes}

An electron spin \(S=1/2\) is coupled to one \(^{29}\)Si nucleus, \(I=1/2\), in a magnetic field along the unit vector \(\mathbf n\). Suppose that the electron stays quantized along \(\mathbf n\), with projection \(m=\pm1/2\). The nucleus then sees the applied field plus a hyperfine field, and both are linear in \(\mathbf n\). Its precession frequency is the length of their sum, so the squared frequency is a quadratic form in \(\mathbf n\).

If the hyperfine tensor has an axis \(\mathbf k\), this form is unchanged by rotations about \(\mathbf k\). It can depend on direction only through \(u=\cos^2\theta\), where \(\theta\) is the angle between \(\mathbf n\) and \(\mathbf k\), and it is linear in \(u\). Let \(\nu_+\) and \(\nu_-\) belong to \(m=+1/2\) and \(m=-1/2\), and write
\[
x=\nu_-^2,\qquad y=\nu_+^2 .
\]
Two linear functions of the same \(u\) trace a straight segment in the \((x,y)\) plane, or a point if neither varies. Reversing the sign of the whole hyperfine tensor exchanges \(x\) and \(y\), so the equation of the line must respect that exchange. It remains to find its coefficients, its ends and the conditions behind it.

\section{Isotropic coupling: a point}

All couplings are frequencies in MHz. The signed nuclear Larmor frequency is
\[
\nu=-\frac{g_n\mu_NB}{h},
\]
which is positive for \(^{29}\)Si because its \(g_n\) is negative. With an isotropic electron \(g\) factor,
\begin{equation}
\frac{H}{h}=\nu_e\,\mathbf n\cdot\mathbf S+\nu\,\mathbf n\cdot\mathbf I+\mathbf S\cdot\mathsf A\cdot\mathbf I,
\qquad \nu_e=\frac{g\mu_BB}{h}.
\end{equation}
When \(\nu_e\) far exceeds the hyperfine couplings, the components of \(\mathbf S\) across \(\mathbf n\) connect only distant levels. To leading order we replace \(\mathbf S\) by \(m\mathbf n\). Apart from a constant, the nuclear Hamiltonian is
\begin{equation}
\frac{H_m}{h}=\mathbf w_m\cdot\mathbf I,\qquad
\mathbf w_m=\nu\mathbf n+m\mathsf A\mathbf n .
\label{field}
\end{equation}
Its eigenvalues are \(\pm|\mathbf w_m|/2\), since the spin component along \(\mathbf w_m\) is \(\pm1/2\). The transition frequency is therefore \(\nu_m=|\mathbf w_m|\).

For \(\mathsf A=a\mathsf 1\) this gives \(\nu_\pm=|\nu\pm a/2|\) in every direction: the ridge is a point. The same case sizes the terms dropped. The transverse part couples \(|{+}{-}\rangle\) and \(|{-}{+}\rangle\) by \(a/2\), across a gap close to \(\nu_e\), and shifts each by about \((a/2)^2/\nu_e=a^2/(4\nu_e)\). For \(a=-2\) MHz and \(\nu_e=9690\) MHz this is \(1.0\times10^{-4}\) MHz.

\section{What the pulse sequence correlates}

The HYSCORE sequence is \(\pi/2\)--\(\tau\)--\(\pi/2\)--\(t_1\)--\(\pi\)--\(t_2\)--\(\pi/2\)--\(\tau\)--echo. Let \(|\alpha_i\rangle\) and \(|\beta_j\rangle\) be the nuclear eigenstates for \(m=+1/2\) and \(m=-1/2\). The first two pulses can leave a nuclear coherence \(|\alpha_1\rangle\langle\alpha_2|\) in the upper electron manifold, and it acquires a phase at \(\nu_+\) during \(t_1\). An ideal \(\pi\) pulse flips the electron but leaves the nuclear operator as it was. In the new manifold this operator has the element
\[
\langle\beta_1|\alpha_1\rangle\langle\alpha_2|\beta_2\rangle ,
\]
which acquires a phase at \(\nu_-\) during \(t_2\). The result is a cross peak at \((\nu_+,\nu_-)\). Starting in the other manifold gives its mirror image \((\nu_-,\nu_+)\). The element with \(\beta_1\) and \(\beta_2\) exchanged turns the opposite way and gives a partner at \((\nu_+,-\nu_-)\). With \(\alpha_1\) and \(\beta_1\) the lower states, the two amplitudes stand as \(\cos^2(\eta/2)\) to \(\sin^2(\eta/2)\), where \(\eta\) is the angle between \(\mathbf w_+\) and \(\mathbf w_-\). The first dominates for weak coupling and the second for strong coupling; squared frequencies do not tell the two quadrants apart.

If \(\mathbf w_+\) and \(\mathbf w_-\) are collinear, the nuclear spin component along them commutes with the Hamiltonian and with ideal electron pulses. An initial state without nuclear coherence then never acquires any, and the cross peak vanishes. Away from such directions each orientation can contribute its pair of peaks, and the powder ridge is the curve that they trace. The delay \(\tau\) also affects their height: a peak disappears when \(\nu_+\tau\) or \(\nu_-\tau\) is a whole number, which can leave gaps in the ridge but does not change the nuclear frequencies.

\section{Axial coupling: the line}

Write the axial tensor as
\begin{equation}
\mathsf A=A_\perp\mathsf 1+(A_\parallel-A_\perp)\mathbf k\mathbf k^{T},\quad
A_\parallel=a+2T,\quad A_\perp=a-T .
\end{equation}
With \(\mathbf n=\cos\theta\,\mathbf k+\sin\theta\,\mathbf e\) and \(\mathbf e\perp\mathbf k\), equation (\ref{field}) becomes
\[
\mathbf w_\pm=\left(\nu\pm\tfrac12A_\parallel\right)\cos\theta\,\mathbf k
+\left(\nu\pm\tfrac12A_\perp\right)\sin\theta\,\mathbf e .
\]
The two components are orthogonal, so
\begin{equation}
\nu_\pm^2=\left(\nu\pm\tfrac12A_\parallel\right)^2u
+\left(\nu\pm\tfrac12A_\perp\right)^2(1-u).
\label{squares}
\end{equation}
Let \(\Sigma=A_\parallel+A_\perp=2a+T\) and \(\Pi=A_\parallel A_\perp\). The derivative with respect to \(u\) is
\begin{align}
\frac{d\nu_\pm^2}{du}
&=\pm\nu(A_\parallel-A_\perp)+\tfrac14(A_\parallel^2-A_\perp^2)\nonumber\\
&=\tfrac14(A_\parallel-A_\perp)(\Sigma\pm4\nu)
=\tfrac{3T}{4}(\Sigma\pm4\nu).
\end{align}
To eliminate \(u\), take the combination \(L=(4\nu-\Sigma)y+(4\nu+\Sigma)x\). Its derivative vanishes:
\[
\frac{dL}{du}=\frac{3T}{4}\left[(4\nu-\Sigma)(\Sigma+4\nu)
+(4\nu+\Sigma)(\Sigma-4\nu)\right]=0 .
\]
The constant value follows at \(u=0\), where \(y\) and \(x\) equal \(\nu^2\pm\nu A_\perp+A_\perp^2/4\):
\begin{align*}
L&=8\nu\left(\nu^2+\tfrac14A_\perp^2\right)-2\Sigma\nu A_\perp\\
&=8\nu^3+2\nu A_\perp^2-2\nu A_\perp(A_\parallel+A_\perp)
=2\nu(4\nu^2-\Pi).
\end{align*}
Hence, for every orientation,
\begin{equation}
\boxed{(4\nu-\Sigma)\nu_+^2+(4\nu+\Sigma)\nu_-^2=2\nu(4\nu^2-\Pi).}
\label{line}
\end{equation}
The two coefficients add to \(8\nu\), so they cannot both vanish in a nonzero field. Reversing the signs of \(a\) and \(T\) reverses \(\Sigma\), keeps \(\Pi\), and exchanges the two frequencies, as symmetry required. Each term has the dimension of frequency cubed.

For \(\Sigma\ne4\nu\) the line is \(y=Qx+G\), with
\begin{equation}
Q=-\frac{4\nu+\Sigma}{4\nu-\Sigma},\qquad
G=\frac{2\nu(4\nu^2-\Pi)}{4\nu-\Sigma}.
\label{QG}
\end{equation}

\subsection{Why the ordinary plot is curved}

Differentiate \(\nu_+^2=Q\nu_-^2+G\) with respect to \(\nu_-\). This gives \(\nu_+\nu_+'=Q\nu_-\), and a second derivative gives \((\nu_+')^2+\nu_+\nu_+''=Q\). Therefore
\begin{equation}
\frac{d^2\nu_+}{d\nu_-^2}
=\frac{Q-Q^2\nu_-^2/\nu_+^2}{\nu_+}
=\frac{Q(\nu_+^2-Q\nu_-^2)}{\nu_+^3}
=\frac{QG}{\nu_+^3}.
\end{equation}
The ordinary ridge is curved unless \(QG=0\). If \(\Sigma=-4\nu\), then \(Q=0\) and \(\nu_+\) is constant. If \(\Sigma=4\nu\), equation (\ref{line}) makes \(\nu_-\) constant. If \(\Pi=4\nu^2\), then \(G=0\) and the ridge lies on a ray through the origin. In these cases the ridge is straight before squaring as well. For \(T=0\) we recover the point.

\section{Ends of the segment and loss of intensity}

The two vectors satisfy \(\mathbf w_++\mathbf w_-=2\nu\mathbf n\). With \(c=4\nu^2\), squaring this sum gives \(\mathbf w_+\cdot\mathbf w_-=(c-x-y)/2\). Then
\begin{align}
4|\mathbf w_+\times\mathbf w_-|^2&=4xy-(c-x-y)^2\nonumber\\
&=2c(x+y)-(y-x)^2-c^2 .
\label{triangle}
\end{align}
The cross product can also be taken from equation (\ref{field}):
\[
\mathbf w_+\times\mathbf w_-=-\nu\,\mathbf n\times\mathsf A\mathbf n,
\qquad
|\mathbf n\times\mathsf A\mathbf n|=3|T|\sin\theta\cos\theta .
\]
The right side of (\ref{triangle}) therefore equals \(36\nu^2T^2u(1-u)\). It vanishes at \(\theta=0\) and \(90^\circ\), so both ends lie on the parabola
\begin{equation}
x+y=\frac{(y-x)^2}{2c}+\frac c2 .
\label{parabola}
\end{equation}
The ridge is a chord of this parabola, which depends on the field and not on the hyperfine coupling. From (\ref{squares}), \(y-x=2\nu A_\parallel\) at \(\theta=0\) and \(2\nu A_\perp\) at \(90^\circ\). The ends thus give the principal values directly.

Let \(\eta\) be the angle between \(\mathbf w_+\) and \(\mathbf w_-\). The overlap of the corresponding spin-half states is \(p=|\langle\alpha_1|\beta_1\rangle|^2=\cos^2(\eta/2)\), and the modulation depth is
\begin{equation}
k=4p(1-p)=\sin^2\eta
=\left(\frac{3T\nu\sin\theta\cos\theta}{\nu_+\nu_-}\right)^2,
\end{equation}
for nonzero \(\nu_\pm\). It vanishes at both ends, so a measured ridge must be extrapolated to them. The straight plot makes this a linear extrapolation.

\subsection{Weak and strong coupling}

If \(|A_\parallel|\) and \(|A_\perp|\) are both below \(2\nu\), the ends satisfy \(\nu_++\nu_-=2\nu\). Then \(|\Sigma|<4\nu\) and \(Q<0\). For couplings much smaller than \(2\nu\), the component of \(\mathbf w_\pm\) across the field has magnitude \(b/2\), with \(b=3|T|\sin\theta\cos\theta\). Expanding the length gives
\[
\nu_\pm\simeq\nu\pm\tfrac12\mathbf n\cdot\mathsf A\mathbf n+\frac{b^2}{8\nu},
\qquad
\nu_++\nu_--2\nu\simeq\frac{9T^2\sin^2\theta\cos^2\theta}{4\nu}.
\]
The largest value, at \(45^\circ\), is \(9T^2/(16\nu)\). Dividing by \(\sqrt2\) gives the perpendicular bulge of the ordinary ridge from its chord:
\begin{equation}
d\simeq\frac{9T^2}{16\sqrt2\,\nu}.
\label{bulge}
\end{equation}
At leading order the bulge depends on \(T\) and not on \(a\).

In the opposite regime, where both principal values have the same sign and exceed \(2\nu\) in magnitude, \(|\Sigma|>4\nu\) and \(Q>0\). The ends then satisfy \(|\nu_+-\nu_-|=2\nu\), and the segment rises instead of falling. Equation (\ref{line}) covers both regimes.

\section{Numbers for a silicon nucleus in oxide}

Take \(B=346\) mT and the rounded value \(g_n=-1.11\), hence \(\nu=2.9275\) MHz (the tabulated \(^{29}\)Si moment gives 2.929 MHz), with round model couplings \(a=-2.0\) MHz and \(T=-1.2\) MHz. Then \(A_\parallel=-4.4\) MHz, \(A_\perp=-0.8\) MHz, \(\Sigma=-5.2\) MHz and \(\Pi=3.52\) MHz\(^2\). Both magnitudes are below \(2\nu=5.855\) MHz. Equation (\ref{QG}) gives
\begin{align*}
Q&=-\frac{11.71-5.20}{11.71+5.20}=-0.385,\\
G&=\frac{5.855\,(34.28-3.52)}{16.91}=10.65\ \mathrm{MHz}^2 .
\end{align*}
Three orientations show the path:
\begin{center}
\begin{tabular}{cccccc}
\(\theta\) & \(\nu_-\) & \(\nu_+\) & \(\nu_-^2\) & \(\nu_+^2\) & \(k\)\\
deg & MHz & MHz & MHz\(^2\) & MHz\(^2\) & \\
0 & 5.128 & 0.728 & 26.29 & 0.53 & 0\\
45 & 4.322 & 1.860 & 18.68 & 3.46 & 0.43\\
90 & 3.328 & 2.528 & 11.07 & 6.39 & 0
\end{tabular}
\end{center}
At \(45^\circ\) the line predicts \(10.65-0.385\times18.68=3.46\) MHz\(^2\), as tabulated. A density-matrix simulation of the full pulse sequence at this angle, with ideal pulses and \(\tau=0.14\ \mu\)s, puts the cross peak at 1.855 and 4.321 MHz. Both agree with the table to within the 0.012 MHz step of the simulated frequency grid.

The modulation depth is larger at \(30^\circ\), 0.46, than at \(45^\circ\), although \(\sin\theta\cos\theta\) peaks at \(45^\circ\). The denominator explains this: \(\nu_+\nu_-\) falls from 8.04 MHz\(^2\) at \(45^\circ\) to 6.70 MHz\(^2\) at \(30^\circ\).

The ordinary ridge bulges by at most 0.237 MHz from its chord. Equation (\ref{bulge}) gives 0.196 MHz, which is 17\% below that value; \(|A_\parallel|/(2\nu)=0.75\) is not small. A \(10\ \mu\)s time window has a frequency resolution of about 0.10 MHz, and the ends of the chord carry no intensity: between \(20^\circ\) and \(70^\circ\) the ridge departs from its own chord by only 0.12 MHz. The visible bend is therefore close to the resolution, even before the line width is counted.

\section{Reading the line backwards}

From (\ref{QG}), \(Q(4\nu-\Sigma)=-(4\nu+\Sigma)\). Collecting the terms in \(\Sigma\), and then solving the expression for \(G\), gives
\begin{equation}
\Sigma=4\nu\frac{Q+1}{Q-1},\qquad
\Pi=4\nu^2-\frac{G(4\nu-\Sigma)}{2\nu}.
\end{equation}
The principal values are the roots of \(z^2-\Sigma z+\Pi=0\). Here
\[
z=-2.6\pm\sqrt{6.76-3.52}=-2.6\pm1.8\ \mathrm{MHz},
\]
which returns \(-4.4\) and \(-0.8\) MHz. The couplings follow from \(a=(A_\parallel+2A_\perp)/3\) and \(T=(A_\parallel-A_\perp)/3\).

The line does not say which root is \(A_\parallel\). Exchanging them changes \((a,T)\) to \((a+T,-T)\), here \((-3.2,1.2)\) MHz. The mirror-image ridges also hide which frequency belongs to \(m=+1/2\), so reversing both signs gives two more solutions, \((2.0,1.2)\) and \((3.2,-1.2)\) MHz.

Physical input can remove some of these. For point dipoles a distance \(r\) apart, the electron moment \(-g\mu_B\mathbf S\) and nuclear moment \(g_n\mu_N\mathbf I\) give
\[
T_{\rm dip}=\frac{\mu_0}{4\pi}\frac{g\mu_Bg_n\mu_N}{hr^3},
\]
which is negative for \(^{29}\)Si. If this sign is accepted, \((-2.0,-1.2)\) and \((3.2,-1.2)\) MHz remain. Ridge position cannot separate them. Intensity can in principle: the powder weight \(|d\cos\theta|=du/(2\sqrt u)\) changes when \(u\) is replaced by \(1-u\), whereas \(k\) at a given point of the ridge does not.

To see the effect of a partial ridge, take eleven orientations from \(20^\circ\) to \(70^\circ\), with frequencies from the full four-level Hamiltonian rounded to 0.01 MHz. The straight-line fit, taking the root with \(T<0\), gives \(a=-2.005\) MHz and \(T=-1.199\) MHz. This is one instance of rounding; random errors of the same size scatter \(a\) by about 0.007 MHz and \(T\) by about 0.002 MHz. It does not include the errors of locating a broad, noisy ridge. Squaring turns a small reading error \(\delta\nu\) into \(2\nu_\pm\delta\nu\), so a fit to real data should weight the points accordingly. One squares the coordinates of points read along the crest.

\section{Where the straight line fails}

A rhombic tensor has three principal values \(A_i\). Equation (\ref{field}) then gives
\[
(x,y)=\sum_i n_i^2(x_i,y_i),\qquad \sum_i n_i^2=1,
\]
where \((x_i,y_i)\) belongs to the field along axis \(i\). The weights are non-negative and otherwise free, so the powder fills a triangle with its corners on parabola (\ref{parabola}). Axial symmetry merges two corners and leaves the chord.

To compare departures in MHz, use \(f=\nu_+^2-Q\nu_-^2-G\). Dividing \(|f|\) by the length of its gradient gives the first-order distance, in the ordinary plane, from the curve of the ideal ridge continued past its ends,
\[
\delta=\frac{|f|}{2\sqrt{\nu_+^2+Q^2\nu_-^2}} .
\]
Splitting the two perpendicular values by \(\pm0.2\) MHz gives distances up to 0.045 MHz. The nonsecular electron terms give at most 0.00012 MHz, the size estimated from the isotropic case. They fall tenfold when \(\nu_e\) is raised tenfold with \(\nu\) held fixed.

The model belongs beside an E\('\) centre in amorphous SiO\(_2\), an oxide defect whose random orientations supply the powder average. The nucleus is a nearby \(^{29}\)Si, not the silicon carrying most of the unpaired spin, whose coupling is far larger. At a rough Si--Si distance of 0.31 nm the point-dipole value is \(T_{\rm dip}=-0.53\) MHz. The chosen \(T\) is 2.3 times larger and would need some spin density closer to the nucleus; it is not an assignment. With \(T_{\rm dip}\) alone, equation (\ref{bulge}) gives a bulge of 0.04 MHz, below the 0.10 MHz resolution. Rough \(g\) values of 2.0018 and 2.0004 spread the electron resonance by 6.8 MHz, well inside the 62.5 MHz bandwidth scale of a 16 ns pulse, so all orientations are excited. With the \(g\) axis tilted by \(45^\circ\), this anisotropy and the nonsecular terms together move the ridge by at most 0.0002 MHz; other tilts give up to about 0.0003 MHz. Disorder matters more. Each site with an axial tensor keeps its own line, but an assumed shift of \(\pm0.2\) MHz in \(a\) at fixed \(T\) moves each point by 0.13 to 0.14 MHz, mostly along the ridge, and takes it up to 0.06 MHz off the ideal curve, about a quarter of the bulge. At a rough 5\% abundance, the chance of a second \(^{29}\)Si on three other nearby sites is 14\%. Without coupling between the nuclei, and in the secular limit, their Hamiltonians add: the single-nucleus frequencies stay put and combination peaks can appear. The numerical output gives the remaining orientations and digits.

\section*{Numbers as computed}
\begin{verbatim}
Magnetic field: 346 mT
29Si nuclear g factor (rounded input): -1.11
E' g values (rough inputs), par and perp: 2.0018, 2.0004
Electron frequency: 9.690 GHz
Nuclear Larmor frequency nu: 2.9275 MHz
Model couplings a, T: -2.00, -1.20 MHz
Principal values A_par, A_perp: -4.40, -0.80 MHz
Sum Sig: -5.20 MHz; product Pi: 3.520 MHz^2
Point-dipole T at 0.31 nm (rough distance): -0.527 MHz
Slope Q: -0.3850; intercept G: 10.6512 MHz^2
theta(deg) nu_minus nu_plus (MHz) squares (MHz^2) depth k
  0 5.1275 0.7275 26.2916 0.5293 0.0000
 15 5.0271 0.9601 25.2721 0.9218 0.2980
 30 4.7420 1.4121 22.4868 1.9941 0.4644
 45 4.3223 1.8598 18.6820 3.4589 0.4297
 60 3.8571 2.2189 14.8773 4.9236 0.2843
 75 3.4774 2.4487 12.0920 5.9959 0.0957
 90 3.3275 2.5275 11.0725 6.3884 0.0000
Simulated HYSCORE peak at 45 deg: 1.855, 4.321 MHz
Largest bulge of curved ridge from its chord: 0.237 MHz
Largest miss from line in squared plane: 7.1e-15 MHz^2
Fit to four-level frequencies, a, T: -2.0003, -1.1998 MHz
Fit to readings (20-70 deg, 0.01 MHz), a, T: -2.005, -1.199 MHz
Same ridge, T reversed, a, T: -3.20, 1.20 MHz
Same ridge, signs reversed, a, T: 2.00, 1.20 MHz
Same ridge, both changes, a, T: 3.20, -1.20 MHz
Neglected effects, largest distance from ideal ridge:
  nonsecular electron terms: 0.00012 MHz
  same at ten times the electron frequency: 0.000012 MHz
  nonsecular terms and g anisotropy (45 deg tilt): 0.00021 MHz
  rhombic part +/-0.2 MHz (assumed): 0.045 MHz
  site spread of a +/-0.2 MHz (assumed): 0.062 MHz
Resolution of a 10 us time window: 0.10 MHz
EPR width from g anisotropy: 6.78 MHz
Bandwidth scale of a 16 ns pulse: 62.5 MHz
Chance of another 29Si on 3 sites at rough abundance 5 %: 14.3 %
\end{verbatim}
